**Schottky vacancies in a pure 1:1 crystal: counting, neutrality and neglected effects**

The program tests $x_c=x_a=x_0=e^{-g/2k_BT}$, where $x_c$ and $x_a$ are the free cation and anion vacancy fractions, and $g=h-Ts$ is the Gibbs energy of forming one separated pair with enthalpy $h$ and non-configurational entropy $s$. It asserts that the counting formula agrees with enumerated arrangements on tiny crystals, and that the minimum of the Gibbs energy, found by integer bisection, gives the stated fractions in pure and doped crystals. A partition sum at large vacancy fraction with a fixed number of ions agrees with the formula and differs clearly from the fixed-site result. A nonlinear Poisson solution with unequal vacancy energies reaches equal fractions in the middle of a slab and decays over the Debye length. Further assertions cover the slope $-h/2$, the number of bound pairs and the screening energy. For rough sodium chloride values the output gives $x_0=2.48\times10^{-6}$ at 800 K. It also shows that one part per million of divalent cations matches $x_0$ at 760 K, and that interactions between vacancies become large near 1000 K.

## Program and output

```python
"""
Schottky equilibrium in a pure crystal MX of singly charged ions.
Result under test: in the neutral interior the free cation and anion vacancy
fractions are equal,
    x_c = x_a = x0 = exp(-g/(2 kB T)) = exp(s/(2 kB)) exp(-h/(2 kB T)).
g = h - T s : Gibbs energy of forming one separated vacancy pair (eV)
h, s        : its enthalpy (eV) and non-configurational entropy (in kB)
fraction    : vacancies of one kind / sites of that sublattice
Example values are rough, typical of hot sodium chloride.
"""
from itertools import permutations
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import solve_banded
from scipy.special import gammaln

mp.mp.dps = 50
KB = const.k / const.e                                      # eV/K
COULOMB = const.e / (4 * np.pi * const.epsilon_0) * 1e9     # eV nm

h_pair = 2.4          # eV
s_pair = 9.0          # kB
a_lat = 0.58          # nm, cubic cell with 4 formula units
eps_r = 7.0           # static relative permittivity
T_main = 800.0        # K
impurity = 1e-6       # divalent cations per cation site
site_density = 4 / a_lat**3                                 # nm^-3


def x_formula(T):
    return np.exp(s_pair / 2 - h_pair / (2 * KB * T))


def g_over_kT(T):
    return h_pair / (KB * T) - s_pair


# ---- counting of arrangements, checked by explicit enumeration ----
def ln_omega(N, n, I=0):
    """n-dependent part of ln(number of arrangements): N anions,
    N-2I monovalent and I divalent cations, n anion vacancies."""
    return (2 * mp.loggamma(N + n + 1) - mp.loggamma(n + 1)
            - mp.loggamma(n + I + 1))


def enumerate_arrangements(N, n, I=0):
    anion_sites = "X" * N + "v" * n
    cation_sites = "M" * (N - 2 * I) + "D" * I + "v" * (n + I)
    return (len(set(permutations(anion_sites)))
            * len(set(permutations(cation_sites))))


for N, n, I in [(3, 1, 0), (4, 1, 0), (4, 0, 1), (5, 1, 1)]:
    counted = (enumerate_arrangements(N, n + 1, I)
               / enumerate_arrangements(N, n, I))
    derived = float(mp.exp(ln_omega(N, n + 1, I) - ln_omega(N, n, I)))
    assert abs(counted / derived - 1) < 1e-12


# ---- minimum of the Gibbs energy by integer bisection ----
def minimise_G(T, N=10**14, I=0):
    """Return cation and anion vacancy fractions at the minimum of G."""
    cost = mp.mpf(g_over_kT(T))
    low, high = 0, N
    while low < high:
        mid = (low + high) // 2
        if cost - (ln_omega(N, mid + 1, I) - ln_omega(N, mid, I)) > 0:
            high = mid
        else:
            low = mid + 1
    return (low + I) / (N + low), low / (N + low)


x_min = {T: minimise_G(T)[1] for T in (700.0, 800.0, 900.0)}
for T, x in x_min.items():
    assert abs(x / x_formula(T) - 1) < 1e-5
slope_min = (np.log(x_min[900.0] / x_min[700.0])
             / (1 / (KB * 900) - 1 / (KB * 700)))
assert abs(slope_min + h_pair / 2) < 1e-5


# ---- full partition sum at a large vacancy fraction ----
def mean_fraction(N, cost):
    n = np.arange(0, 6 * N)
    log_w = 2 * (gammaln(N + n + 1) - gammaln(N + 1) - gammaln(n + 1))
    log_w = log_w - n * cost
    w = np.exp(log_w - log_w.max())
    return np.sum(w * n / (N + n)) / np.sum(w)


cost_big = 2.0
x_big = np.exp(-cost_big / 2)
x_sum = mean_fraction(5000, cost_big)
x_fixed_sites = x_big / (1 + x_big)
for N in (500, 5000):
    assert abs(mean_fraction(N, cost_big) - x_big) < 2 / N
assert abs(x_sum - x_fixed_sites) > 0.05


# ---- slope when the enthalpy itself varies with temperature ----
def h_varying(T, heat_capacity=2.0, T_ref=800.0):
    return h_pair + heat_capacity * KB * (T - T_ref)


def ln_x_varying(T, heat_capacity=2.0, T_ref=800.0):
    s = s_pair + heat_capacity * np.log(T / T_ref)
    return s / 2 - h_varying(T, heat_capacity, T_ref) / (2 * KB * T)


T_test = 900.0
slope_var = ((ln_x_varying(T_test + 0.1) - ln_x_varying(T_test - 0.1))
             / (1 / (KB * (T_test + 0.1)) - 1 / (KB * (T_test - 0.1))))
assert abs(slope_var + h_varying(T_test) / 2) < 1e-5


# ---- equality in the interior: nonlinear Poisson equation in a slab ----
def debye_length(T, x):
    return np.sqrt(eps_r * KB * T
                   / (8 * np.pi * COULOMB * site_density * x))


kT = KB * T_main
x0 = x_formula(T_main)
g_main = h_pair - T_main * s_pair * KB
g_c = g_main / 2 - 0.15     # chosen unequal split of the pair energy
g_a = g_main / 2 + 0.15
width, points = 600.0, 3001
z = np.linspace(0, width, points)
dz = z[1] - z[0]
source = 4 * np.pi * COULOMB * site_density / (eps_r * kT)
u = np.zeros(points)        # e*phi/(kB T), zero at both surfaces
for _ in range(50):
    xc = np.exp(-g_c / kT + u)
    xa = np.exp(-g_a / kT - u)
    residual = ((u[2:] - 2 * u[1:-1] + u[:-2]) / dz**2
                - source * (xc - xa)[1:-1])
    bands = np.ones((3, points - 2)) / dz**2
    bands[1] = -2 / dz**2 - source * (xc + xa)[1:-1]
    step = solve_banded((1, 1), bands, -residual)
    u[1:-1] += step
    if np.max(np.abs(step)) < 1e-11:
        break
assert np.max(np.abs(step)) < 1e-9
xc = np.exp(-g_c / kT + u)
xa = np.exp(-g_a / kT - u)
middle = points // 2
assert abs(xc[middle] / x0 - 1) < 1e-5
assert abs(xa[middle] / x0 - 1) < 1e-5
assert xc[0] / xa[0] > 10   # the surface is far from equality
phi_mid = u[middle] * kT
assert abs(phi_mid - (g_c - g_a) / 2) < 1e-6
L_main = debye_length(T_main, x0)
i1, i2 = np.searchsorted(z, [80.0, 160.0])
L_slab = ((z[i2] - z[i1])
          / np.log((u[i1] - u[middle]) / (u[i2] - u[middle])))
assert abs(L_slab / L_main - 1) < 2e-3


# ---- divalent impurity ----
def x_doped(T, c):
    x_cation = c / 2 + np.sqrt(c**2 / 4 + x_formula(T)**2)
    return x_cation, x_formula(T)**2 / x_cation


for T in (600.0, 800.0):
    found = minimise_G(T, I=10**8)
    for value, expected in zip(found, x_doped(T, impurity)):
        assert abs(value / expected - 1) < 1e-3
T_cross = h_pair / (2 * KB * (s_pair / 2 - np.log(impurity)))
assert abs(x_formula(T_cross) / impurity - 1) < 1e-9

# ---- bound nearest-neighbour pairs: explicit sum on a periodic lattice ----
b_coul = COULOMB / (eps_r * a_lat / 2)
b_weak = b_coul - 0.2
box = 16
axis = np.minimum(np.arange(box), box - np.arange(box))
dx, dy, dw = np.meshgrid(axis, axis, axis, indexing="ij")
anion_site = (dx + dy + dw) % 2 == 1
distance2 = (dx**2 + dy**2 + dw**2)[anion_site]
weights = np.where(distance2 == 1, np.exp(b_coul / kT), 1.0)
bound = weights[distance2 == 1].sum()
free = weights[distance2 > 1].sum()
pair_constant = distance2.size * bound / free
assert abs(pair_constant / (6 * np.exp(b_coul / kT)) - 1) < 5e-3


def pairs_per_free(T, b):
    return 6 * x_formula(T) * np.exp(b / (KB * T))


# ---- screening by the cloud of other vacancies ----
R_close = np.sqrt(3) / 2 * a_lat    # closest unbound opposite vacancy


def screening_energy(L):
    return COULOMB / (2 * eps_r * (L + R_close))


cloud_charge = quad(lambda r: r * np.exp(-r / L_main),
                    R_close, 40 * L_main)[0]
cloud_potential = quad(lambda r: np.exp(-r / L_main),
                       R_close, 40 * L_main)[0]
by_quadrature = 0.5 * COULOMB / eps_r * cloud_potential / cloud_charge
assert abs(by_quadrature / screening_energy(L_main) - 1) < 1e-6


def x_screened(T):
    x = x_formula(T)
    for _ in range(200):
        x = x_formula(T) * np.exp(screening_energy(debye_length(T, x))
                                  / (KB * T))
    return x


for T in (800.0, 1000.0):
    x = x_screened(T)
    again = x_formula(T) * np.exp(screening_energy(debye_length(T, x))
                                  / (KB * T))
    assert abs(again / x - 1) < 1e-10

pressure_term = const.atm * (a_lat * 1e-9)**3 / 4 / const.e

# ---- printed numbers ----
print(f"pair enthalpy h (rough): {h_pair:.2f} eV")
print(f"pair entropy s (rough): {s_pair:.1f} kB")
print(f"lattice parameter (rough): {a_lat:.2f} nm")
print(f"relative permittivity (rough): {eps_r:.1f}")
print(f"sites per sublattice: {site_density * 1e21:.3e} cm^-3")
print(f"main temperature: {T_main:.0f} K, kB T = {kT:.5f} eV")
print(f"pair Gibbs energy g at 800 K: {g_main:.4f} eV")
print(f"prefactor exp(s/2kB): {np.exp(s_pair / 2):.2f}")
print(f"h/(2 kB T) at 800 K: {h_pair / (2 * kT):.3f}")
print(f"exp(-h/(2 kB T)) at 800 K: {np.exp(-h_pair / (2 * kT)):.3e}")
print(f"x0 at 800 K, formula: {x0:.4e}")
print(f"x at 800 K, minimum of G: {x_min[800.0]:.4e}")
print(f"exp(-g/kB T) at 800 K (no half): {x0**2:.3e}")
for T in (600.0, 700.0, 800.0, 900.0, 1000.0):
    xT = x_formula(T)
    print(f"T={T:.0f} K: x0={xT:.3e}, "
          f"density={xT * site_density * 1e21:.3e} cm^-3")
print(f"slope d ln x/d(1/kB T), minimum of G: {slope_min:.5f} eV")
print(f"varying h: h(900 K) = {h_varying(T_test):.5f} eV")
print(f"varying h: slope at 900 K = {slope_var:.5f} eV")
print(f"large-x test, g/kB T = {cost_big:.1f}: formula {x_big:.4f}")
print(f"large-x test, partition sum: {x_sum:.4f}")
print(f"large-x test, fixed-site formula: {x_fixed_sites:.4f}")
print(f"slab: width {width:.0f} nm, g_c={g_c:.4f}, g_a={g_a:.4f} eV")
print(f"slab surface: x_c={xc[0]:.3e}, x_a={xa[0]:.3e}")
print(f"slab middle: x_c={xc[middle]:.4e}, x_a={xa[middle]:.4e}")
print(f"slab middle potential: {phi_mid:.4f} V")
print(f"Debye length at 800 K, formula: {L_main:.2f} nm")
print(f"Debye length at 800 K, slab decay: {L_slab:.2f} nm")
print(f"impurity fraction: {impurity:.1e}")
for T in (600.0, 800.0):
    c_vac, a_vac = x_doped(T, impurity)
    print(f"doped, T={T:.0f} K: x_c={c_vac:.3e}, x_a={a_vac:.3e}")
print(f"x0 equals impurity fraction at: {T_cross:.0f} K")
print(f"pair binding, point charges: {b_coul:.3f} eV")
print(f"pair binding, weaker value: {b_weak:.3f} eV")
for T in (800.0, 1000.0):
    print(f"bound pairs/x0, T={T:.0f} K: point charges "
          f"{pairs_per_free(T, b_coul):.3f}, "
          f"weaker {pairs_per_free(T, b_weak):.3f}")
print(f"closest unbound distance R: {R_close:.3f} nm")
print(f"screening energy at 800 K (L from x0): "
      f"{screening_energy(L_main):.5f} eV")
for T in (800.0, 1000.0):
    print(f"screened x/x0, T={T:.0f} K: {x_screened(T) / x_formula(T):.3f}")
print(f"pressure term at 1 atm: {pressure_term:.1e} eV per pair")
print(f"factor in x0 at 800 K if h is 0.1 eV lower: "
      f"{np.exp(0.1 / (2 * kT)):.2f}")
print("done: every assertion held")
```

Output:

```
pair enthalpy h (rough): 2.40 eV
pair entropy s (rough): 9.0 kB
lattice parameter (rough): 0.58 nm
relative permittivity (rough): 7.0
sites per sublattice: 2.050e+22 cm^-3
main temperature: 800 K, kB T = 0.06894 eV
pair Gibbs energy g at 800 K: 1.7796 eV
prefactor exp(s/2kB): 90.02
h/(2 kB T) at 800 K: 17.407
exp(-h/(2 kB T)) at 800 K: 2.756e-08
x0 at 800 K, formula: 2.4812e-06
x at 800 K, minimum of G: 2.4812e-06
exp(-g/kB T) at 800 K (no half): 6.156e-12
T=600 K: x0=7.495e-09, density=1.537e+14 cm^-3
T=700 K: x0=2.064e-07, density=4.231e+15 cm^-3
T=800 K: x0=2.481e-06, density=5.087e+16 cm^-3
T=900 K: x0=1.716e-05, density=3.519e+17 cm^-3
T=1000 K: x0=8.065e-05, density=1.653e+18 cm^-3
slope d ln x/d(1/kB T), minimum of G: -1.20000 eV
varying h: h(900 K) = 2.41723 eV
varying h: slope at 900 K = -1.20862 eV
large-x test, g/kB T = 2.0: formula 0.3679
large-x test, partition sum: 0.3679
large-x test, fixed-site formula: 0.2689
slab: width 600 nm, g_c=0.7398, g_a=1.0398 eV
slab surface: x_c=2.186e-05, x_a=2.816e-07
slab middle: x_c=2.4812e-06, x_a=2.4812e-06
slab middle potential: -0.1500 V
Debye length at 800 K, formula: 16.19 nm
Debye length at 800 K, slab decay: 16.19 nm
impurity fraction: 1.0e-06
doped, T=600 K: x_c=1.000e-06, x_a=5.617e-11
doped, T=800 K: x_c=3.031e-06, x_a=2.031e-06
x0 equals impurity fraction at: 760 K
pair binding, point charges: 0.709 eV
pair binding, weaker value: 0.509 eV
bound pairs/x0, T=800 K: point charges 0.438, weaker 0.024
bound pairs/x0, T=1000 K: point charges 1.818, weaker 0.179
closest unbound distance R: 0.502 nm
screening energy at 800 K (L from x0): 0.00616 eV
screened x/x0, T=800 K: 1.098
screened x/x0, T=1000 K: 1.465
pressure term at 1 atm: 3.1e-05 eV per pair
factor in x0 at 800 K if h is 0.1 eV lower: 2.07
done: every assertion held
```
